# The Boys function at large argument and its leading exponential correction: a numerical check

```python
"""Large-argument form of the Boys function.

Definition:  F_n(x) = integral_0^1 t^(2n) exp(-x t^2) dt
Under test:  F_n(x) = L_n(x) - C(x) R_n(x),  R_n -> 1 for x -> infinity, n fixed
  L_n(x) = (2n-1)!!/2^(n+1) sqrt(pi/x^(2n+1))   leading form
  C(x)   = exp(-x)/(2x)                         leading correction
  p      = n - 1/2;  R_n lies between 1 and x/(x-p) when x > p
Example: potential of a normalized Gaussian charge (atomic units).
"""
from math import prod
from mpmath import mp, mpf

mp.dps = 250   # the gap L_n - F_n is exponentially small: many digits needed


def boys(n, x):
    """Integrate the Taylor series of exp(-x t^2) term by term."""
    power_term, total, k = mpf(1), mpf(0), 0
    while k <= x or abs(power_term) > mpf(10) ** (-mp.dps):
        total += power_term / (2 * n + 2 * k + 1)
        k += 1
        power_term *= -x / k
    return total


def leading(n, x):
    odd_product = prod(range(1, 2 * n, 2))
    return mpf(odd_product) / 2 ** (n + 1) * mp.sqrt(mp.pi / x ** (2 * n + 1))


def correction(x):
    return mp.exp(-x) / (2 * x)


def gap_ratio(n, x):
    """R_n obtained from the definition of F_n."""
    return (leading(n, x) - boys(n, x)) / correction(x)


def close(a, b, relative):
    return abs(a - b) <= relative * abs(b)


half = mpf(1) / 2
orders = range(5)
alpha, distance = mpf("1.5"), mpf(3)
x_example = alpha * distance ** 2

# Direct quadrature of the three integrals: 0<t<1, 0<t<infinity, and the tail
for x in (mpf(6), x_example, mpf(40)):
    for n in orders:
        series_value, full_value = boys(n, x), leading(n, x)
        gap = full_value - series_value
        with mp.workdps(30):
            def integrand(t):
                return t ** (2 * n) * mp.exp(-x * t * t)
            finite = mp.quad(integrand, [0, 0.25, 0.5, 1])
            full = mp.quad(integrand, [0, 0.25, 0.5, 1, 2, 6])
            # upper incomplete gamma function times exp(x), cut at u = x + 120
            scaled_tail = mp.quad(
                lambda s: (x + s) ** (n - half) * mp.exp(-s),
                [0, 10, 30, 120])
            tail_gap = half * x ** (-n - half) * mp.exp(-x) * scaled_tail
            assert close(finite, series_value, mpf("1e-15"))
            assert close(full, full_value, mpf("1e-15"))
            assert close(tail_gap, gap, mpf("1e-15"))

# Bounds, error reduction, and the relation between neighbouring orders
for x in (mpf(6), x_example, mpf(40), mpf(200)):
    for n in orders:
        p = n - half
        ratio = gap_ratio(n, x)
        low, high = sorted((mpf(1), x / (x - p)))
        assert low < ratio < high
        error_before = leading(n, x) - boys(n, x)
        error_after = error_before - correction(x)
        assert abs(error_after / error_before) < abs(p) / x
        if n > 0:
            previous = 1 - boys(n - 1, x) / leading(n - 1, x)
            assert close(error_after / leading(n, x), previous, mpf("1e-40"))

# Asymptotic series of R_n: remainder has the sign of the first omitted term
# and is smaller than it, once at least n terms are kept
for x in (mpf(6), x_example, mpf(40)):
    for n in orders:
        p = n - half
        ratio = gap_ratio(n, x)
        partial_sum, next_term = mpf(0), mpf(1)
        for kept in range(n + 7):
            if kept >= n:
                assert 0 < (ratio - partial_sum) / next_term < 1
            partial_sum += next_term
            next_term *= (p - kept) / x

# First 1/x coefficient of R_n from the definition at large x
x_large = mpf(200)
slopes = [x_large * (gap_ratio(n, x_large) - 1) for n in orders]
for n in orders:
    p = n - half
    # 5 percent margin covers the terms beyond the next one
    assert abs(slopes[n] - p) < mpf("1.05") * abs(p * (p - 1)) / x_large

# Potential of the Gaussian charge, shell by shell from its density
with mp.workdps(30):
    def density(r):
        return (alpha / mp.pi) ** mpf("1.5") * mp.exp(-alpha * r * r)
    inner = mp.quad(lambda r: density(r) * r * r, [0, 1, 2, distance])
    outer = mp.quad(lambda r: density(r) * r,
                    [distance, distance + 2, distance + 10])
    potential = 4 * mp.pi * (inner / distance + outer)
potential_boys = 2 * mp.sqrt(alpha / mp.pi) * boys(0, x_example)
assert close(potential, potential_boys, mpf("1e-18"))
deficit = 1 / distance - potential
deficit_estimate = mp.exp(-x_example) / (mp.sqrt(mp.pi * alpha) * distance ** 2)
assert abs(deficit / deficit_estimate - 1) < 1 / (2 * x_example)

# Smallest x at which the leading form alone reaches a relative error target
target = mpf("1e-10")
thresholds = []
with mp.workdps(60):
    for n in orders:
        lower, upper = mpf(n + 1), mpf(60)
        for _ in range(45):
            middle = (lower + upper) / 2
            if 1 - boys(n, middle) / leading(n, middle) > target:
                lower = middle
            else:
                upper = middle
        thresholds.append(upper)

# Order not small compared with x: leading form must fail badly
n_high = 20
high_exact, high_leading = boys(n_high, x_example), leading(n_high, x_example)
high_corrected = high_leading - correction(x_example)
assert high_leading > 2 * high_exact
assert abs(high_corrected - high_exact) > high_exact


def show(value, digits=8):
    return mp.nstr(value, digits)


print("Gaussian exponent alpha =", show(alpha), "bohr^-2")
print("distance R =", show(distance), "bohr")
print("x = alpha R^2 =", show(x_example), "(dimensionless)")
print("C = exp(-x)/(2x) =", show(correction(x_example)), "(dimensionless)")
print("Values at this x (all dimensionless):")
for n in orders:
    print(f"n={n}: F_n = {show(boys(n, x_example), 12)},"
          f" L_n = {show(leading(n, x_example), 12)}")
for n in orders:
    p = n - half
    ratio = gap_ratio(n, x_example)
    print(f"n={n}: L_n-F_n = {show(ratio * correction(x_example), 7)},"
          f" R_n = {show(ratio, 7)},"
          f" x/(x-p) = {show(x_example / (x_example - p), 7)}")
for n in orders:
    ratio = gap_ratio(n, x_example)
    print(f"n={n}: |error| left / before = {show(abs(1 - 1 / ratio), 5)},"
          f" bound |p|/x = {show(abs(n - half) / x_example, 5)}")
print("x (R_n - 1) at x =", show(x_large), "(dimensionless):")
for n in orders:
    print(f"n={n}: {show(slopes[n], 6)}, limit n-1/2 = {show(n - half, 3)}")
print("potential of Gaussian charge =", show(potential, 12), "hartree/e")
print("point-charge value 1/R =", show(1 / distance, 12), "hartree/e")
print("deficit 1/R - V =", show(deficit, 7), "hartree/e")
print("leading estimate of deficit =", show(deficit_estimate, 7), "hartree/e")
print("x for relative error", show(target, 3), "of L_n (dimensionless):")
for n in orders:
    print(f"n={n}: x = {show(thresholds[n], 5)}")
print(f"n={n_high}, x={show(x_example)}: F_n = {show(high_exact, 7)}")
print(f"n={n_high}: L_n = {show(high_leading, 7)},"
      f" L_n - C = {show(high_corrected, 7)} (dimensionless)")
print("checks complete")
```

It prints:

```
Gaussian exponent alpha = 1.5 bohr^-2
distance R = 3.0 bohr
x = alpha R^2 = 13.5 (dimensionless)
C = exp(-x)/(2x) = 5.0776262e-8 (dimensionless)
Values at this x (all dimensionless):
n=0: F_n = 0.241200369113, L_n = 0.241200418186
n=1: F_n = 0.00893329622791, L_n = 0.00893334882171
n=2: F_n = 0.000992537693505, L_n = 0.000992594313523
n=3: F_n = 0.000183752500313, L_n = 0.000183813761764
n=4: F_n = 4.75887608556e-5, L_n = 4.76554197165e-5
n=0: L_n-F_n = 4.907354e-8, R_n = 0.9664662, x/(x-p) = 0.9642857
n=1: L_n-F_n = 5.25938e-8, R_n = 1.035795, x/(x-p) = 1.038462
n=2: L_n-F_n = 5.662002e-8, R_n = 1.115088, x/(x-p) = 1.125
n=3: L_n-F_n = 6.126145e-8, R_n = 1.206498, x/(x-p) = 1.227273
n=4: L_n-F_n = 6.665886e-8, R_n = 1.312796, x/(x-p) = 1.35
n=0: |error| left / before = 0.034697, bound |p|/x = 0.037037
n=1: |error| left / before = 0.034558, bound |p|/x = 0.037037
n=2: |error| left / before = 0.10321, bound |p|/x = 0.11111
n=3: |error| left / before = 0.17115, bound |p|/x = 0.18519
n=4: |error| left / before = 0.23827, bound |p|/x = 0.25926
x (R_n - 1) at x = 200.0 (dimensionless):
n=0: -0.496296, limit n-1/2 = -0.5
n=1: 0.498759, limit n-1/2 = 0.5
n=2: 1.50374, limit n-1/2 = 1.5
n=3: 2.5188, limit n-1/2 = 2.5
n=4: 3.54408, limit n-1/2 = 3.5
potential of Gaussian charge = 0.333333265515 hartree/e
point-charge value 1/R = 0.333333333333 hartree/e
deficit 1/R - V = 6.781849e-8 hartree/e
leading estimate of deficit = 7.017161e-8 hartree/e
x for relative error 1.0e-10 of L_n (dimensionless):
n=0: x = 20.911
n=1: x = 24.771
n=2: x = 27.781
n=3: x = 30.448
n=4: x = 32.909
n=20, x=13.5: F_n = 8.242257e-8
n=20: L_n = 1.819799e-6, L_n - C = 1.769022e-6 (dimensionless)
checks complete
```
